# The optimized-potential equation from energy minimization and from the exchange derivative: test program

```python
"""
Result under test: making the Hartree-Fock energy expression stationary over
LOCAL potentials v_s gives v_s = v_ext + v_H + v_x (up to a constant), where
v_x = dE_x/dn is the density derivative of exact exchange.
Case: Be atom, 1s2 2s2, nonrelativistic, hartree atomic units.

Symbols: r radial nodes; c[:, i] orbital i as sqrt(weight)*u_i(r), u = r*R(r);
rho electrons per node; G the monopole Coulomb kernel 1/max(r, r');
K exchange operator; chi = d rho / d v_s; E energy; E_x exchange energy.
Route A minimizes E over potentials; its gradients use energy values only.
Route B iterates the Kohn-Sham equations with v_x from the density derivative.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.interpolate import BSpline
from scipy.optimize import minimize
from scipy.special import roots_jacobi, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z, NOCC = 4, 2

# ---------- radial spectral grid (Gauss-Lobatto nodes, mapped to 0..R) ------
ORDER, SCALE, R = 56, 1.5, 14.0
alpha = 2 * SCALE / R
x = np.concatenate(([-1.0], roots_jacobi(ORDER - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(ORDER, x)
weight = 2 / (ORDER * (ORDER + 1) * leg**2)
gap_x = x[:, None] - x[None, :] + np.eye(len(x))
D = leg[:, None] / leg[None, :] / gap_x
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
r_all = SCALE * (1 + x) / (1 - x + alpha)
jac = SCALE * (2 + alpha) / (1 - x + alpha)**2
stiff = (D.T @ ((weight / jac)[:, None] * D))[1:-1, 1:-1]
stiff = (stiff + stiff.T) / 2
r = r_all[1:-1]
mass = (weight * jac)[1:-1]
T = 0.5 * stiff / np.sqrt(np.outer(mass, mass))
G = np.linalg.inv(stiff) / np.outer(r, r) + 1 / R
G = (G + G.T) / 2
v_ext = -Z / r


def orbitals(v):
    return eigh(T + np.diag(v))


def energies(occ):
    """Hartree-Fock energy expression, its exchange part, and the density."""
    gamma = occ @ occ.T
    rho = 2 * np.diag(gamma)
    e_x = -np.sum(G * gamma**2)
    one = 2 * np.trace(occ.T @ (T + np.diag(v_ext)) @ occ)
    return one + 0.5 * rho @ G @ rho + e_x, e_x, rho


def observe(v):
    """Vector (E, E_x, rho...) produced by the local potential v."""
    e, e_x, rho = energies(orbitals(v)[1][:, :NOCC])
    return np.concatenate(([e, e_x], rho))


def slope(v, w, t=2e-3):
    """Five-point derivative of observe() along the potential change w."""
    near = observe(v + t * w) - observe(v - t * w)
    far = observe(v + 2 * t * w) - observe(v - 2 * t * w)
    return (8 * near - far) / (12 * t)


def fock(gamma):
    return T + np.diag(v_ext + G @ (2 * np.diag(gamma))) - G * gamma


def response(v):
    """chi, dE/dv from the orbital formula, and v_x = dE_x/dn, all at v."""
    eps, c = orbitals(v)
    occ, vir = c[:, :NOCC], c[:, NOCC:]
    gamma = occ @ occ.T
    rho = 2 * np.diag(gamma)
    K, F = -G * gamma, fock(gamma)
    chi = np.zeros_like(T)
    dE, dEx = np.zeros(len(r)), np.zeros(len(r))
    for i in range(NOCC):
        pair = occ[:, [i]] * vir
        den = eps[i] - eps[NOCC:]
        chi += 4 * (pair / den) @ pair.T
        dE += 4 * pair @ ((vir.T @ F @ occ[:, i]) / den)
        dEx += 4 * pair @ ((vir.T @ K @ occ[:, i]) / den)
    root = np.sqrt(rho)
    scaled = chi / np.outer(root, root)
    const = root / np.linalg.norm(root)      # image of a constant potential
    vx = np.linalg.solve(scaled - np.outer(const, const), dEx / root) / root
    top = occ[:, -1]                         # fixes the free constant
    vx += top @ K @ top - top @ (vx * top)
    return dict(eps=eps, occ=occ, rho=rho, K=K, chi=chi, dE=dE, vx=vx,
                scaled=scaled)


# ---------- Hartree-Fock on the grid and, separately, in Gaussians ----------
occ = orbitals(v_ext)[1][:, :NOCC]
gamma = occ @ occ.T
for _ in range(100):
    eps_hf, c_hf = eigh(fock(gamma))
    occ = c_hf[:, :NOCC]
    gamma = 0.5 * gamma + 0.5 * occ @ occ.T
E_hf, Ex_hf, rho_hf = energies(occ)

mol = gto.M(atom="Be 0 0 0", verbose=0,
            basis={"Be": gto.expand_etbs([(0, 22, 0.02, 2.0)])})
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e", aosym="s1").reshape((len(S),) * 4)
C = eigh(h_core, S)[1][:, :NOCC]
P = 2 * C @ C.T
for _ in range(100):
    F_g = (h_core + np.einsum("ijkl,kl->ij", eri, P)
           - 0.5 * np.einsum("ikjl,kl->ij", eri, P))
    E_gauss = 0.5 * np.sum(P * (h_core + F_g))
    C = eigh(F_g, S)[1][:, :NOCC]
    P = 0.5 * P + C @ C.T
assert abs(E_hf - E_gauss) < 2e-5            # finite Gaussian basis and box

# ---------- derivative formulas at a potential that is NOT stationary -------
v0 = v_ext + 0.75 * G @ rho_hf
start = response(v0)
mismatch = v_ext + G @ start["rho"] + start["vx"] - v0
directions = [np.exp(-r), r * np.exp(-2 * r), np.cos(2 * r) * np.exp(-r / 2)]
rows = []
for w in directions:
    d = slope(v0, w)
    rows.append((d[0], start["dE"] @ w, mismatch @ d[2:],
                 d[1], start["vx"] @ d[2:]))
    assert abs(d[0] - start["dE"] @ w) < 2e-6
    assert abs(d[0] - mismatch @ d[2:]) < 2e-6
    assert abs(d[1] - start["vx"] @ d[2:]) < 2e-6
    assert np.max(np.abs(d[2:] - start["chi"] @ w)) < 2e-6
assert max(abs(row[0]) for row in rows) > 1e-4   # truly nonstationary

# only a constant potential leaves the density unchanged
lam_chi = np.sort(np.abs(np.linalg.eigvalsh(start["scaled"])))
assert lam_chi[0] < 1e-11 and lam_chi[1] > 1e-9

# ---------- route B: Kohn-Sham iteration with v_x = dE_x/dn -----------------
v_B = v0.copy()
for _ in range(150):
    B = response(v_B)
    change = v_ext + G @ B["rho"] + B["vx"] - v_B
    v_B = v_B + 0.4 * change
B = response(v_B)
change = v_ext + G @ B["rho"] + B["vx"] - v_B
residual = np.sqrt(B["rho"] @ change**2 / Z)
assert residual < 1e-6
E_B, Ex_B, rho_B = energies(B["occ"])

slopes_B = [slope(v_B, w)[0] for w in directions]
assert max(np.abs(slopes_B)) < 2e-6
rises = [observe(v_B + s * 0.1 * w)[0] - E_B
         for w in directions for s in (1, -1)]
assert min(rises) > 0

# orbital shifts from linear equations, without sums over states
products = []
for i in range(NOCC):
    ci = B["occ"][:, i]
    force = B["vx"] * ci - B["K"] @ ci
    force -= (ci @ force) * ci
    A_i = T + np.diag(v_B - B["eps"][i]) + np.outer(ci, ci)
    products.append(ci * np.linalg.solve(A_i, -force))
shift_single = np.max(np.abs(products[0]))
shift_sum = np.max(np.abs(products[0] + products[1]))
assert shift_sum < 1e-4 * shift_single

# ---------- route A: minimize E over spline potentials ----------------------
knots = np.concatenate(([-1.0] * 3, np.linspace(-1, 1, 16), [1.0] * 3))
n_shapes = len(knots) - 4
shapes = BSpline(knots, np.eye(n_shapes), 3)(x[1:-1])


def energy_A(z, base, W):
    return observe(base + W @ z)[0]


def gradient_A(z, base, W, h=5e-4):
    steps = h * np.eye(len(z))
    return np.array([(energy_A(z + s, base, W) - energy_A(z - s, base, W))
                     / (2 * h) for s in steps])


v_A = v0.copy()
round_energies = []
for _ in range(3):
    # chi only scales the search coordinates; every shape is kept
    lam, U = np.linalg.eigh(-shapes.T @ response(v_A)["chi"] @ shapes)
    W = shapes @ (U / np.sqrt(np.maximum(lam, 0) + 1e-4 * lam[-1]))
    fit = minimize(energy_A, np.zeros(n_shapes), args=(v_A, W),
                   jac=gradient_A, method="BFGS",
                   options=dict(gtol=3e-6, maxiter=30))
    v_A = v_A + W @ fit.x
    round_energies.append(fit.fun)
out_A = observe(v_A)
E_A, rho_A = out_A[0], out_A[2:]
vx_A = v_A - v_ext - G @ rho_A
offset = rho_B @ (vx_A - B["vx"]) / Z
vx_A_aligned = vx_A - offset
rms = np.sqrt(rho_B @ (vx_A_aligned - B["vx"])**2 / Z)

# ---------- output ----------------------------------------------------------
print(f"Be atom: Z = {Z}, radial nodes = {len(r)}, box radius = {R:.1f} bohr")
print(f"HF energy, grid             = {E_hf:.6f} hartree")
print(f"HF energy, {len(S)} s Gaussians   = {E_gauss:.6f} hartree")
print("Nonstationary start potential, derivatives in hartree per hartree:")
for k, row in enumerate(rows, 1):
    print(f" w{k}: dE finite difference   = {row[0]:+.7f}")
    print(f"     dE orbital formula      = {row[1]:+.7f}")
    print(f"     dE via density          = {row[2]:+.7f}")
    print(f"     dE_x finite difference  = {row[3]:+.7f}")
    print(f"     dE_x as v_x times dn    = {row[4]:+.7f}")
print(f"Scaled chi, smallest |eigenvalue| = {lam_chi[0]:.1e} 1/hartree")
print(f"Scaled chi, next |eigenvalue|     = {lam_chi[1]:.1e} 1/hartree")
print(f"Start energy                = {energies(start['occ'])[0]:.6f} hartree")
print(f"Route A: number of spline shapes = {n_shapes}")
for k, e in enumerate(round_energies, 1):
    print(f"Route A, E - E(B), round {k}  = {(e - E_B) * 1e6:.3f} microhartree")
print(f"Route A minimum energy      = {E_A:.6f} hartree")
print(f"Route B Kohn-Sham energy    = {E_B:.6f} hartree")
print(f"Route B energy              = {E_B * HARTREE_EV:.3f} eV")
print(f"E(B) - E(HF)                = {(E_B - E_hf) * 1e3:.4f} millihartree")
print(f"E(B) - E(HF)                = {(E_B - E_hf) * HARTREE_EV:.5f} eV")
print(f"Exchange energy, route B    = {Ex_B:.6f} hartree")
print(f"Exchange energy, HF         = {Ex_hf:.6f} hartree")
print(f"2s eigenvalue, route B      = {B['eps'][1]:.5f} hartree")
print(f"2s eigenvalue, HF           = {eps_hf[1]:.5f} hartree")
print(f"1s eigenvalue, route B      = {B['eps'][0]:.5f} hartree")
print(f"1s eigenvalue, HF           = {eps_hf[0]:.5f} hartree")
print(f"Route B residual potential  = {residual:.1e} hartree")
print(f"Route B largest |dE| slope  = {max(np.abs(slopes_B)):.1e}")
print(f"Smallest rise, 0.1 w steps  = {min(rises) * 1e3:.4f} millihartree")
print(f"Shift sum / single product  = {shift_sum / shift_single:.1e}")
print(f"Constant offset of v_x, A-B = {offset:+.5f} hartree")
print(f"rms v_x difference, A-B     = {rms:.5f} hartree")
print("r (bohr), v_x route A (aligned), v_x route B (hartree):")
for target in (0.1, 0.3, 0.6, 1.0, 1.5, 2.0, 3.0, 4.5, 6.0, 8.0):
    p = np.argmin(np.abs(r - target))
    print(f" {r[p]:7.4f}  {vx_A_aligned[p]:+.4f}  {B['vx'][p]:+.4f}")

# ---------- the two routes must agree ---------------------------------------
assert -1e-8 < E_A - E_B < 3e-5              # A searches a smaller family
assert rms < 0.03
assert E_B - E_hf > 1e-4                     # locality has a real cost
print("OK")
```

Output:

```
Be atom: Z = 4, radial nodes = 55, box radius = 14.0 bohr
HF energy, grid             = -14.573022 hartree
HF energy, 22 s Gaussians   = -14.573019 hartree
Nonstationary start potential, derivatives in hartree per hartree:
 w1: dE finite difference   = -0.0039462
     dE orbital formula      = -0.0039462
     dE via density          = -0.0039462
     dE_x finite difference  = +0.1747558
     dE_x as v_x times dn    = +0.1747558
 w2: dE finite difference   = -0.0124351
     dE orbital formula      = -0.0124351
     dE via density          = -0.0124351
     dE_x finite difference  = +0.0354494
     dE_x as v_x times dn    = +0.0354494
 w3: dE finite difference   = +0.1158065
     dE orbital formula      = +0.1158065
     dE via density          = +0.1158065
     dE_x finite difference  = -0.0106836
     dE_x as v_x times dn    = -0.0106836
Scaled chi, smallest |eigenvalue| = 2.0e-16 1/hartree
Scaled chi, next |eigenvalue|     = 7.2e-06 1/hartree
Start energy                = -14.531410 hartree
Route A: number of spline shapes = 18
Route A, E - E(B), round 1  = 1.450 microhartree
Route A, E - E(B), round 2  = 1.450 microhartree
Route A, E - E(B), round 3  = 1.450 microhartree
Route A minimum energy      = -14.572430 hartree
Route B Kohn-Sham energy    = -14.572432 hartree
Route B energy              = -396.536 eV
E(B) - E(HF)                = 0.5906 millihartree
E(B) - E(HF)                = 0.01607 eV
Exchange energy, route B    = -2.665778 hartree
Exchange energy, HF         = -2.666918 hartree
2s eigenvalue, route B      = -0.30923 hartree
2s eigenvalue, HF           = -0.30927 hartree
1s eigenvalue, route B      = -4.12570 hartree
1s eigenvalue, HF           = -4.73266 hartree
Route B residual potential  = 3.1e-13 hartree
Route B largest |dE| slope  = 8.4e-12
Smallest rise, 0.1 w steps  = 0.0592 millihartree
Shift sum / single product  = 1.9e-12
Constant offset of v_x, A-B = +0.17706 hartree
rms v_x difference, A-B     = 0.00614 hartree
r (bohr), v_x route A (aligned), v_x route B (hartree):
  0.0930  -2.9079  -2.9068
  0.3118  -1.9244  -1.9189
  0.5840  -1.0556  -1.0442
  1.0062  -0.3422  -0.3196
  1.5105  -0.4437  -0.4361
  2.0342  -0.3885  -0.3905
  3.0225  -0.3075  -0.3081
  4.5096  -0.2195  -0.2194
  6.0946  -0.1639  -0.1639
  8.1676  -0.1224  -0.1224
OK
```
